# Two derivations of the thick-restart Lanczos relation, tested on Li$_2$, part 1

(Sections cited here and not found follow in the second part.)

## Part one: derivation from the residuals of the Ritz vectors

### The physical problem

The low-lying electronic states of a molecule in a finite orbital basis are the lowest eigenvectors of a real symmetric Hamiltonian matrix over configurations. The number of configurations grows combinatorially with the numbers of electrons and orbitals, so for a large problem the matrix cannot be stored, and storing even one trial vector is costly. What remains affordable is the product of the Hamiltonian with a vector. The Lanczos method uses only such products, but to assemble eigenvectors and keep its basis orthogonal it stores every vector it has generated. When memory holds $m+1$ vectors and the wanted states have not converged after $m$ products, part of the basis must be discarded. The question is which vectors can be kept so that the short Lanczos recurrence continues to hold afterwards.

The example used throughout is small enough to be diagonalized for comparison. It is Li$_2$ at the chosen distance $R=5.05$ bohr, with restricted Hartree–Fock orbitals in the cc-pVTZ basis, the two 1s core orbitals frozen, and full configuration interaction for the two valence electrons. Let $|pq\rangle$ place the spin-up electron in active orbital $p$ and the spin-down electron in $q$. Then

$$\langle pq|H|rs\rangle=h_{pr}\delta_{qs}+\delta_{pr}h_{qs}+(pr|qs),$$

where $h$ contains the kinetic energy, the nuclear attraction and the Coulomb and exchange field of the core. Singlets have a symmetric spatial part, $\Phi_{pq}=N_{pq}(|pq\rangle+|qp\rangle)$ for $p\le q$, with $N_{pq}=[2(1+\delta_{pq})]^{-1/2}$. The four terms of $\langle\Phi_{pq}|H|\Phi_{rs}\rangle$ are equal in pairs under exchange of the electron labels, which gives $2N_{pq}N_{rs}(\langle pq|H|rs\rangle+\langle pq|H|sr\rangle)$. Pairs of orbitals with the same $D_{2h}$ label span the singlet $A_g$ block, of dimension $n=280$. The matrix $A$ is this block, with the constant core energy added and $E_{\rm RHF}=-14.871335$ hartree subtracted, so that its lowest eigenvalue is the valence correlation energy. All energies are in hartree. The printed digits describe this matrix and serve to check the algebra; how closely they describe the real molecule, with correlated cores and a complete basis, is not examined here.

### The Lanczos relation

Let $A=A^T$ be real and $n\times n$, with eigenvalues $\lambda_1\le\dots\le\lambda_n$, and assume exact arithmetic until rounding is taken up explicitly. For a unit vector $q_1$ the Krylov space is $K_j(A,q_1)=\mathrm{span}\{q_1,Aq_1,\dots,A^{j-1}q_1\}$. An orthonormal basis follows from Gram–Schmidt applied to the product of $A$ with the latest vector,

$$\beta_jq_{j+1}=Aq_j-\sum_{l\le j}q_l\,(q_l^TAq_j),\qquad \beta_j\ge0,$$

where $\beta_j$ is the norm of the right side. This definition shows that $Aq_l$ lies in the span of $q_1,\dots,q_{l+1}$ with coefficient $\beta_l$ on $q_{l+1}$. Symmetry gives $q_l^TAq_j=(Aq_l)^Tq_j$, which is zero for $l+1<j$ because $q_j$ is orthogonal to that span, and is $\beta_{j-1}$ for $l=j-1$. With $\alpha_j=q_j^TAq_j$ and $\beta_0=0$ only three terms survive:

$$Aq_j=\beta_{j-1}q_{j-1}+\alpha_jq_j+\beta_jq_{j+1}.$$

Collect $Q=[q_1,\dots,q_m]$, let $T$ be the tridiagonal matrix with diagonal $\alpha_1,\dots,\alpha_m$ and off-diagonal $\beta_1,\dots,\beta_{m-1}$, and write $q=q_{m+1}$, $\beta=\beta_m$. The $m$ equations are the columns of

$$AQ=QT+\beta\,q\,e_m^T, \tag{1}$$

where $e_m$ is the last unit vector of $\mathbb R^m$; the final term appears only in column $m$, because only $Aq_m$ leaves the span of $Q$.

The first derivation uses three facts and nothing else: $A$ is symmetric, the $m+1$ columns of $[Q,q]$ are orthonormal, and (1) holds. Multiplying (1) by $Q^T$ gives $Q^TAQ=T+\beta\,(Q^Tq)e_m^T=T$, so $T$ is the projection of $A$ and is symmetric. That $T$ is tridiagonal is not used.

### All Ritz residuals are parallel

Diagonalize $T$: $Ty_i=\theta_iy_i$, with orthonormal $y_i$ forming the orthogonal matrix $Y$, and let $y_{mi}=e_m^Ty_i$. The Ritz vectors are $u_i=Qy_i$; they are orthonormal because $u_i^Tu_j=y_i^TQ^TQy_j=\delta_{ij}$. Apply (1) to $y_i$:

$$Au_i=QTy_i+\beta q\,(e_m^Ty_i)=\theta_iu_i+s_iq,\qquad s_i=\beta\,y_{mi}. \tag{2}$$

Every residual $Au_i-\theta_iu_i$ points along the same vector $q$ and has norm $|s_i|$. The sign of $s_i$ follows the arbitrary sign of $y_i$. Since the last row of the orthogonal matrix $Y$ has unit length, $\sum_{i=1}^ms_i^2=\beta^2$.

The number $|s_i|$ bounds an eigenvalue error. Expand $u_i=\sum_a\gamma_ax_a$ in orthonormal eigenvectors of $A$, with $\sum_a\gamma_a^2=1$. Then $s_i^2=\|(A-\theta_i)u_i\|^2=\sum_a\gamma_a^2(\lambda_a-\theta_i)^2\ge\min_a(\lambda_a-\theta_i)^2$. Some eigenvalue lies within $|s_i|$ of $\theta_i$; the argument does not say that it is $\lambda_i$.

### The arrowhead

Keep $k<m$ Ritz pairs, labelled $1,\dots,k$; for now they may be any subset. Write $U=[u_1,\dots,u_k]$, $\Theta=\mathrm{diag}(\theta_1,\dots,\theta_k)$, $s=(s_1,\dots,s_k)^T$, so that (2) reads $AU=U\Theta+qs^T$. The new basis begins with

$$\hat q_i=u_i\quad(i\le k),\qquad \hat q_{k+1}=q .$$

The last vector is the normalized Lanczos residual, the common direction of all Ritz residuals. The set is orthonormal because $u_i^Tq=y_i^TQ^Tq=0$. The matrix elements of $A$ follow from (2) without any new product except one. Among the kept vectors,

$$u_j^TAu_i=\theta_i\,u_j^Tu_i+s_i\,u_j^Tq=\theta_i\delta_{ij}.$$

Between a kept vector and $q$,

$$q^TAu_i=\theta_i\,q^Tu_i+s_i\,q^Tq=s_i,$$

and $u_i^TAq=s_i$ by symmetry. The remaining element $\hat\alpha_{k+1}=q^TAq$ requires the product $Aq$. The projection on the first $k+1$ vectors is therefore

$$\begin{pmatrix}\Theta&s\\ s^T&\hat\alpha_{k+1}\end{pmatrix}, \tag{3}$$

a diagonal with one full last row and column, called an arrowhead. In physical terms the kept approximate states do not mix with one another, since they already diagonalize the Hamiltonian in the old space, and each couples to the outside only through the single direction $q$, with strength equal to its own residual.

### One long step

Define further vectors, as before, by full Gram–Schmidt on the product of $A$ with the latest vector,

$$\hat\beta_j\hat q_{j+1}=A\hat q_j-\sum_{l\le j}\hat q_l\,(\hat q_l^TA\hat q_j),\qquad j\ge k+1, \tag{4}$$

assuming $\hat\beta_j>0$. The set stays orthonormal by construction, and the task is to find which coefficients vanish. For $j=k+1$ they are the last column of (3):

$$\hat\beta_{k+1}\hat q_{k+2}=Aq-\hat\alpha_{k+1}q-\sum_{i=1}^ks_iu_i. \tag{5}$$

This step has $k+2$ terms on the right, and the $k$ coefficients $s_i$ are known in advance.

If (1) came from plain Lanczos, (5) can be compared with the step that would have been taken without a restart, $Aq=\beta q_m+\alpha_{m+1}q+\beta_{m+1}q_{m+2}$. Multiplying by $q^T$ gives $\hat\alpha_{k+1}=\alpha_{m+1}$. The vector $q_m$ expands in all Ritz vectors, $q_m=Qe_m=QYY^Te_m=\sum_{i=1}^my_{mi}u_i$, so $\beta q_m=\sum_{i=1}^ms_iu_i$. Substituting in (5) cancels the kept terms:

$$\hat\beta_{k+1}\hat q_{k+2}=\beta_{m+1}q_{m+2}+\sum_{j=k+1}^ms_ju_j. \tag{6}$$

The vectors on the right are mutually orthogonal, so

$$\hat\beta_{k+1}^2=\beta_{m+1}^2+\sum_{j=k+1}^ms_j^2. \tag{7}$$

The new vector is not the one unrestarted Lanczos would have made. It contains a combination of the discarded Ritz vectors, which is the price of discarding them: part of the next product is spent on directions that were already explored.

### The three-term recurrence resumes

Take $j\ge k+2$ and go through the coefficients in (4). For a kept vector, move $A$ to the left by symmetry and use (2):

$$u_i^TA\hat q_j=(Au_i)^T\hat q_j=\theta_i\,u_i^T\hat q_j+s_i\,q^T\hat q_j=0. \tag{8}$$

Both overlaps vanish because $\hat q_j$ is orthogonal to $\hat q_i=u_i$ and to $\hat q_{k+1}=q$, and the second needs $j\ne k+1$. This is the place where $q$ must be in the basis: had another vector been appended, $q^T\hat q_j$ would have no reason to vanish. For $k+1\le l\le j-2$, definition (4) puts $A\hat q_l$ in the span of $\hat q_1,\dots,\hat q_{l+1}$, to which $\hat q_j$ is orthogonal, so $\hat q_l^TA\hat q_j=0$. For $l=j-1\ge k+1$, the same definition gives $(A\hat q_{j-1})^T\hat q_j=\hat\beta_{j-1}$. With $\hat\alpha_j=\hat q_j^TA\hat q_j$,

$$\hat\beta_j\hat q_{j+1}=A\hat q_j-\hat\alpha_j\hat q_j-\hat\beta_{j-1}\hat q_{j-1},\qquad j\ge k+2. \tag{9}$$

Equations (2) for $i\le k$, (5), and (9) for $j\le m$ give $A\hat q_j$ for every $j=1,\dots,m$. Only the last reaches $\hat q_{m+1}$, so

$$A\hat Q=\hat Q\hat T+\hat\beta_m\,\hat q_{m+1}e_m^T,\qquad
\hat T=\begin{pmatrix}
\Theta&s&&&\\
s^T&\hat\alpha_{k+1}&\hat\beta_{k+1}&&\\
&\hat\beta_{k+1}&\hat\alpha_{k+2}&\ddots&\\
&&\ddots&\ddots&\hat\beta_{m-1}\\
&&&\hat\beta_{m-1}&\hat\alpha_m
\end{pmatrix}. \tag{10}$$

This is the thick-restart relation of Wu and Simon. It has the form (1) with orthonormal $[\hat Q,\hat q_{m+1}]$, and nothing more was assumed of (1), so the restart can be repeated without limit, at $m-k$ products per cycle. If some $\hat\beta_j$ vanishes, (10) truncated at $j$ reads $A\hat Q=\hat Q\hat T$: the space is invariant and its Ritz pairs are exact eigenpairs.

### Where the argument fails

Suppose other combinations $W=QZ$ are kept, with $Z$ an $m\times k$ matrix of orthonormal columns. Insert $I=ZZ^T+(I-ZZ^T)$ in $AW=QTZ+\beta q\,e_m^TZ$:

$$AW=W\,(Z^TTZ)+Q(I-ZZ^T)TZ+\beta q\,e_m^TZ.$$

The middle term lies in the discarded part of the old space. It adds $Z^TT(I-ZZ^T)Q^T\hat q_j$ to the analogue of (8), and new vectors generally have components in the discarded part that make this coefficient nonzero. It need not appear at once: if the first $k$ vectors of plain Lanczos are kept, the only discarded vector coupled to them is $q_{k+1}$, which is first reached by $\hat q_{m+1}$. The middle term itself vanishes exactly when $TZ=ZM$ with $M=Z^TTZ$. Diagonalizing the symmetric $M=GDG^T$ gives $T(ZG)=(ZG)D$, so the columns of $ZG$ are eigenvectors of $T$. The kept space must therefore be spanned by Ritz vectors for this term to vanish; another orthonormal basis of that space preserves (9) and replaces $\Theta$ by a full block. If $A$ is not symmetric, a relation like (2) still holds, but the first equality in (8) does not, and the coefficients on the kept vectors must all be computed. For complex Hermitian $A$ the three-term recurrence resumes for the same reason, with adjoints in the inner products, but the $s_i$ may be complex. Then $q^\dagger Au_i=s_i$ and $u_i^\dagger Aq=\bar s_i$: the row $s^T$ in (3) and (10) is unchanged, the column $s$ becomes $\bar s$, the coefficients in (5) and (6) become $\bar s_i$, and $s_i^2$ becomes $|s_i|^2$ in (7) and (11).

### What a cycle gains

An eigenvector $(x,\xi)$ of (3) with eigenvalue $\mu$ satisfies $(\theta_i-\mu)x_i+s_i\xi=0$ and $\sum_is_ix_i+(\hat\alpha_{k+1}-\mu)\xi=0$. If $\mu$ differs from every $\theta_i$, then $x_i=-s_i\xi/(\theta_i-\mu)$, which forces $\xi\neq0$, and dividing the second equation by $\xi$ gives

$$f(\mu)=\hat\alpha_{k+1}-\mu-\sum_{i=1}^k\frac{s_i^2}{\theta_i-\mu}=0. \tag{11}$$

Let $\theta_1$ be the smallest kept value. Below it $f'(\mu)=-1-\sum_is_i^2/(\theta_i-\mu)^2<0$, $f\to+\infty$ as $\mu\to-\infty$, and $f\to-\infty$ as $\mu\to\theta_1$ from below if $s_1\neq0$. Exactly one root lies below $\theta_1$, and it is the lowest eigenvalue of (3). If $s_1\neq0$, the lowest Ritz value is therefore strictly lowered by the first product after the restart.

For the other states, let $\theta_i(V)$ be the ascending Ritz values of a $d$-dimensional subspace $V$ and $\rho(x)=x^TAx/x^Tx$. Then $\theta_i(V)$ is the minimum, over $i$-dimensional $S\subset V$, of $\max_{x\in S}\rho(x)$. The span of the first $i$ Ritz vectors attains $\theta_i$. Any other $S$ meets the span of Ritz vectors $i,\dots,d$ in a nonzero vector, since $i+(d-i+1)>d$, and there $\rho\ge\theta_i$. A larger $V$ offers more choices of $S$, so its $\theta_i$ is no higher. Keep now the lowest $k$ pairs. In a first restart $u_i\in K_m(A,q_1)$, $\hat q_{k+1}\in K_{m+1}$, and each use of (4) raises the degree by one, so $\hat q_m\in K_{2m-k}$. The chain $\mathrm{span}\,U\subset\mathrm{span}\,\hat Q\subset K_{2m-k}\subset\mathbb R^n$ gives

$$\lambda_i\le\theta_i(K_{2m-k})\le\hat\theta_i\le\theta_i,\qquad i\le k. \tag{12}$$

The same count repeats in later cycles: if after $N$ products the basis lies in $K_N$ and its residual vector in $K_{N+1}$, then after the next cycle they lie in $K_{N+m-k}$ and $K_{N+m-k+1}$. With the lowest $k$ pairs kept, restarting therefore never raises a kept Ritz value and, at equal numbers of products, never beats unrestarted Lanczos in the Ritz values.

### The first restart for Li$_2$

The run takes $m=20$, $k=6$ and a start vector with components proportional to $1/(A_{ii}+0.1)$. Reversing the sign of an orbital changes the signs of some $\Phi_{pq}$ and therefore the state this vector represents, so the signs are fixed by requiring $\sum_\mu\sqrt{\mu}\,C_{\mu p}>0$ for the coefficients $C_{\mu p}$ of each orbital $p$ on the basis functions $\mu=1,2,\dots$; the Ritz values and product counts below belong to this choice. The dense eigenvalues begin $-0.031826$, $0.068545$, $0.117814$, $0.119715$, $0.141463$, $0.156437$, $0.163405$ and end at $6.628911$. The matrix itself is tested against frozen-core CISD, which for two active electrons is complete and gives $-0.03182627$.

After 20 products $\beta=1.058670$, and the kept values are $\theta=-0.031794$, $0.077854$, $0.160000$, $0.337396$, $0.508418$, $0.697126$. From (2), $s_2=1.058670\times(-0.062944)=-0.066637$; the full spike is $s=(0.0048755,\,-0.066637,\,-0.097694,\,0.13000,\,-0.20209,\,0.19814)$. The sum rule reads $0.111008+1.009773=1.120781$ against $\beta^2=1.120782$, equal within the rounding of the printed digits. The explicit residual block $AU-U\Theta$ has singular values $0.333179=\sqrt{0.1110082}$ and then $4.9\times10^{-15}$, so it has rank one. The fourth Ritz value shows the limit of the residual bound: $0.337396$ is $0.2177$ from $\lambda_4$, outside $|s_4|=0.130$, so the eigenvalue that the bound guarantees is not $\lambda_4$. For the third, $0.160000$, the nearest eigenvalue is $\lambda_7$ at $0.0034$, while $\lambda_3$ lies $0.0422$ away, still inside $|s_3|=0.098$.

The corner element is $\hat\alpha_{7}=1.846676$. Equation (7) gives $0.692730^2+1.009773=0.479875+1.009773=1.489648$, whose root is the computed $\hat\beta_7=1.220511$. A fraction $1.009773/1.489648=0.68$ of the squared norm of $\hat q_8$ lies in the discarded Ritz vectors. On a basis built by full Gram–Schmidt, without use of the formulas, the largest $|u_i^TA\hat q_j|$ for $j\ge8$ is $1.4\times10^{-15}$. With six random combinations kept instead, the residual has second singular value $1.9755$ and the same block reaches $0.9588$.

For the secular equation put $\mu=\theta_1-\delta$, so that $s_1^2/\delta=\hat\alpha_7-\theta_1+\delta-\sum_{i\ge2}s_i^2/(\theta_i-\theta_1+\delta)$, and drop $\delta$ on the right, where it competes with numbers of order $0.1$ or more. The five terms of the sum are $0.040498$, $0.049762$, $0.045776$, $0.075601$, $0.053860$, in total $0.265497$. Then $\delta=2.37705\times10^{-5}/(1.878470-0.265497)=1.474\times10^{-5}$, the value found from the root $-0.0318091716$. Hence $\theta_1=-0.03179443$, which lies $3.18\times10^{-5}$ above $\lambda_1$, far inside the bound $|s_1|=4.9\times10^{-3}$, and the first product after the restart removes $46\%$ of that error. After the second cycle, $20+14=34$ products in all, the third Ritz value is $0.131400$, between the unrestarted $0.127766$ at 34 steps and the kept $0.160000$, as (12) requires.

## Part two: derivation from a filtered Krylov space, and comparison

### Symbols and results taken over

$A$ is real symmetric with eigenvalues $\lambda_a$ and eigenvectors $x_a$. Plain Lanczos from a unit vector $q_1$ produces orthonormal $q_j$ spanning the Krylov spaces $K_j(A,q_1)$, obeys a three-term recurrence with coefficients $\alpha_j$ and $\beta_j\ge0$, and gives relation (1), $AQ=QT+\beta_mq\,e_m^T$, with $q=q_{m+1}$ and $T=Q^TAQ$ tridiagonal. The Ritz pairs are $Ty_i=\theta_iy_i$, $u_i=Qy_i$, with components $y_{1i}$ and $y_{mi}$. The pairs $1,\dots,k$ are kept in $U$ and $\Theta$, and $k+1,\dots,m$ are discarded. Part one found $Au_i=\theta_iu_i+s_iq$ with $s_i=\beta_my_{mi}$ (equation 2), the arrowhead (3), the long step (5), the recurrence (9) and the relation (10). The second derivation takes from this list only the properties of plain Lanczos and obtains the rest again. It adds an assumption: $T$ is tridiagonal with $\beta_1,\dots,\beta_m>0$. The product is written $B=\beta_1\beta_2\cdots\beta_m$.

### Vectors as polynomials

The vector $z^{(p)}=T^pe_1$ has zero components beyond position $p+1$, and its component $p+1$ is $\beta_1\cdots\beta_p$, for $p\le m-1$. This is true for $p=0$ with the empty product equal to one. For the step, $(Tz)_r=\beta_{r-1}z_{r-1}+\alpha_rz_r+\beta_rz_{r+1}$; for $r>p+2$ all three components of $z^{(p)}$ vanish, and for $r=p+2$ only $\beta_{p+1}z^{(p)}_{p+1}$ remains. Therefore

$$e_m^TT^pe_1=0\quad(p\le m-2),\qquad e_m^TT^{m-1}e_1=\beta_1\cdots\beta_{m-1}. \tag{13}$$

Start from $q_1=Qe_1$ and suppose $A^pq_1=QT^pe_1$. Relation (1) gives $A^{p+1}q_1=QT^{p+1}e_1+\beta_mq\,(e_m^TT^pe_1)$. By (13) the last term is zero for $p\le m-2$ and equals $Bq$ for $p=m-1$. By linearity, for a polynomial $g$,

$$g(A)q_1=Q\,g(T)e_1\ \ (\deg g\le m-1),\qquad g(A)q_1=Q\,g(T)e_1+Bq\ \ (g\text{ monic},\ \deg g=m). \tag{14}$$

Two choices of $g$ matter. The first is $\chi(x)=\prod_{j=1}^m(x-\theta_j)$. Since $\chi(T)=Y\chi(\mathrm{diag}\,\theta)Y^T=0$,

$$\chi(A)\,q_1=B\,q. \tag{15}$$

The second is $\ell_i(x)=\prod_{j\ne i}(x-\theta_j)$, monic of degree $m-1$. Expand $e_1=\sum_jy_{1j}y_j$; as $\ell_i(\theta_j)=0$ for $j\neq i$,

$$\ell_i(T)e_1=\ell_i(\theta_i)\,y_{1i}\,y_i. \tag{16}$$

Take the last component of (16). On the left only the leading power contributes, by (13), so

$$y_{1i}\,y_{mi}\,\ell_i(\theta_i)=\beta_1\cdots\beta_{m-1}. \tag{17}$$

The right side is positive, so each factor on the left is nonzero: the Ritz values are distinct, and no $y_{1i}$ or $y_{mi}$ vanishes. Multiplying (16) by $Q$ and using (14),

$$\ell_i(A)\,q_1=\ell_i(\theta_i)\,y_{1i}\,u_i. \tag{18}$$

Each Ritz vector and the residual direction are thus explicit polynomials in $A$ acting on $q_1$. Because $(x-\theta_i)\ell_i(x)=\chi(x)$, applying $A-\theta_i$ to (18) and using (15) gives

$$(A-\theta_i)u_i=\frac{B}{\ell_i(\theta_i)\,y_{1i}}\,q=\beta_m\,y_{mi}\,q, \tag{19}$$

where the last equality is (17) multiplied by $\beta_m$ and divided by $\ell_i(\theta_i)y_{1i}$. This reproduces $s_i=\beta_my_{mi}$ with its sign, and shows $s_i\ne0$ under the present assumption.

This part has derived the thick-restart relation (10) from the parallel residuals of the Ritz vectors and, for plain Lanczos with positive $\beta_j$, has written the Ritz vectors and the residual direction as polynomials in $A$ acting on $q_1$. It remains to show that the kept vectors span the Krylov space of a filtered start vector, to recover (10) from that fact, and to compare the two derivations, the effect of rounding errors and the behaviour under repeated restarts.
